\section*{Comment on inferring compensation chemistry from correlated Arrhenius parameters}

\section{The argument under comment}

The argument considered here is an imagined one, and its data are synthetic. A precursor, trimethylgallium, decomposes in a flow tube. Twelve runs are made, each at the same five temperatures, 760, 780, 800, 820 and 840 K. Each run is fitted separately by the Arrhenius law $k=A\,e^{-E/k_BT}$, with these results:

\begin{center}
\begin{tabular}{ccc@{\qquad}ccc}
run & $E$ (eV) & $\ln(A\,\mathrm{s})$ & run & $E$ (eV) & $\ln(A\,\mathrm{s})$\\
1 & 2.296 & 31.32 & 7 & 2.595 & 35.67\\
2 & 2.698 & 37.23 & 8 & 2.529 & 34.67\\
3 & 2.640 & 36.27 & 9 & 2.617 & 35.81\\
4 & 2.469 & 33.69 & 10 & 2.444 & 33.48\\
5 & 2.535 & 34.70 & 11 & 2.704 & 37.30\\
6 & 2.635 & 36.19 & 12 & 2.583 & 35.45
\end{tabular}
\end{center}

The activation energies span 0.41 eV and the prefactors a factor of 394. The correlation coefficient between $\ln A$ and $E$ is 0.999, and the slope is $14.63\ \mathrm{eV^{-1}}$. The authors conclude that the state of the tube changes from run to run, that a higher barrier is compensated by a looser transition state, and that all variants of the reaction share one rate at the isokinetic temperature $1/(k_B\times14.63\ \mathrm{eV^{-1}})=793$ K.

The arithmetic is right. The inference needs a comparison that the authors have not made: what would the same plot look like if nothing changed between the runs except the random errors of the measured rates?

\section{What errors alone produce}

\subsection{An identity of the fit}

Write $x_i=1/T_i$ and $y_i=\ln k_i$ for the $n$ temperatures of one run, with $k$ in $\mathrm{s^{-1}}$. The fitted line $y=a+bx$ has $a=\ln\hat A$ and $b=-\hat E/k_B$; a hat marks a fitted value. Unweighted least squares minimizes $\sum_i(y_i-a-bx_i)^2$. Setting the derivative with respect to $a$ to zero gives $\sum_i(y_i-a-bx_i)=0$, or $a=\bar y-b\bar x$, where bars are averages over the $n$ points. Hence
\begin{equation}
\ln\hat A=\bar y+\frac{\bar x}{k_B}\,\hat E .
\label{eq:identity}
\end{equation}
This holds for any data, with or without an Arrhenius law behind them. It says that a fitted line passes through the centroid of its points. If several runs agree on the mean log rate $\bar y$, their fitted pairs must lie on a line of slope $\bar x/k_B$, whatever made their $\hat E$ differ.

\subsection{The statistics of the pairs}

Now let every run have the same true $A$ and $E$:
\begin{equation}
y_i=\ln A-\frac{E}{k_B}x_i+\varepsilon_i .
\label{eq:model}
\end{equation}
The errors $\varepsilon_i$ have mean zero and equal variance $\sigma^2$ and are mutually uncorrelated; the temperatures are free of error. Let $d_i=x_i-\bar x$ and $S=\sum_i d_i^2$. The derivative with respect to $b$, after $a$ is eliminated, gives $b=\sum_i d_iy_i/S$. Inserting (\ref{eq:model}), with $\sum_i d_i=0$ and $\sum_i d_ix_i=S$, yields
\begin{equation}
\hat E-E=-\frac{k_B}{S}\sum_i d_i\varepsilon_i,\qquad
s_E^2\equiv\mathrm{var}\,\hat E=\frac{k_B^2}{S^2}\sum_i d_i^2\sigma^2=\frac{k_B^2\sigma^2}{S}.
\label{eq:E}
\end{equation}
The average of (\ref{eq:model}) is $\bar y=\ln A-E\bar x/k_B+\bar\varepsilon$, so (\ref{eq:identity}) becomes
\begin{equation}
\ln\hat A-\ln A=\bar\varepsilon+\frac{\bar x}{k_B}(\hat E-E).
\label{eq:pair}
\end{equation}
The two terms on the right are uncorrelated, because
\begin{equation}
\mathrm{cov}(\bar\varepsilon,\hat E)=-\frac{k_B}{nS}\sum_i d_i\sigma^2=0 .
\label{eq:uncorr}
\end{equation}
Therefore $\mathrm{cov}(\ln\hat A,\hat E)=(\bar x/k_B)s_E^2$, and the regression slope of $\ln\hat A$ on $\hat E$ is
\begin{equation}
\frac{\mathrm{cov}(\ln\hat A,\hat E)}{\mathrm{var}\,\hat E}=\frac{\bar x}{k_B}=\frac{1}{k_BT_h},\qquad \frac1{T_h}=\frac1n\sum_i\frac1{T_i}.
\label{eq:slope}
\end{equation}
The slope is set by the mean inverse temperature, that is, by the harmonic mean $T_h$. It contains neither $E$, nor $A$, nor $\sigma$. Only second moments were used, so the errors need not be Gaussian. The scatter about the line is that of $\bar\varepsilon$, namely $\sigma/\sqrt n$.

From (\ref{eq:pair}), $\mathrm{var}\ln\hat A=\sigma^2/n+\bar x^2\sigma^2/S$. The correlation coefficient follows:
\begin{equation}
\rho=\frac{\bar x\,\sigma/\sqrt S}{\sqrt{\sigma^2/n+\bar x^2\sigma^2/S}}
=\frac{\bar x}{\sqrt{\bar x^2+S/n}}=\frac{\bar x}{\sqrt{\overline{x^2}}} .
\label{eq:rho}
\end{equation}
Here too $\sigma$ has cancelled. More precise rates shorten the cloud of points along the line and across it in the same proportion. A high $\rho$ reflects a temperature window that is narrow compared with its distance from $1/T=0$; it does not reflect good data.

\subsection{The numbers of the manuscript}

The synthetic runs were in fact all drawn from one reaction, with $E=2.60$ eV, $\log_{10}(A\,\mathrm s)=15.5$ and Gaussian errors of $\sigma=0.15$ in $\ln k$. For the five temperatures, $\bar x=1.2516\times10^{-3}\ \mathrm{K^{-1}}$ and $S=9.816\times10^{-9}\ \mathrm{K^{-2}}$, so that
\begin{align}
s_E&=\frac{8.617\times10^{-5}\times0.15}{\sqrt{9.816\times10^{-9}}}\ \mathrm{eV}=0.13\ \mathrm{eV}\quad(12.6\ \mathrm{kJ/mol}),\\
\frac{\bar x}{k_B}&=\frac{1.2516\times10^{-3}}{8.617\times10^{-5}}\ \mathrm{eV^{-1}}=14.52\ \mathrm{eV^{-1}},\qquad T_h=799\ \mathrm K .
\end{align}
For $\log_{10}A$ the slope is $6.31\ \mathrm{eV^{-1}}$. The standard deviation of $\ln\hat A$ is 1.90, a factor of 6.7 in $A$, and (\ref{eq:rho}) gives $\rho=0.9994$. A simulation of 200\,000 such runs gave a slope of $14.523\ \mathrm{eV^{-1}}$ and $\rho=0.9994$; with $\sigma$ ten times smaller, $\rho$ was the same to four digits.

The authors' slope of 14.63 must be judged against its sampling error. For $M$ runs labelled $j$, let $D=\sum_j(\hat E_j-\langle\hat E\rangle)^2$, where $\langle\hat E\rangle$ is the mean over runs. Putting (\ref{eq:pair}) into the regression formula gives
\begin{equation}
\hat m=\frac{\bar x}{k_B}+\frac1D\sum_j(\hat E_j-\langle\hat E\rangle)\,\bar\varepsilon_j .
\end{equation}
For Gaussian errors the uncorrelated $\bar\varepsilon_j$ and $\hat E_j$ are independent. At fixed $\hat E_j$ the second term then has mean zero and variance $\sigma^2/(nD)$. Since $D/s_E^2$ follows a chi-square law with $\nu=M-1$ degrees of freedom, the average of its inverse is
\begin{equation}
\frac{\int_0^\infty u^{\nu/2-2}e^{-u/2}\,du}{2^{\nu/2}\,\Gamma(\nu/2)}
=\frac{\Gamma(\nu/2-1)}{2\,\Gamma(\nu/2)}=\frac1{\nu-2}=\frac1{M-3}.
\end{equation}
Thus the standard deviation of $\hat m$ is $(\sigma/\sqrt n)/(s_E\sqrt{M-3})=0.067/(0.1305\times3)=0.17\ \mathrm{eV^{-1}}$, for $M>3$. The reported slope lies 0.6 of this above the value made by errors alone.

\section{The isokinetic temperature}

The authors may reply that the twelve lines really do cross near 793 K. They do nearly cross, for the following reason. From (\ref{eq:pair}), the error of the fitted rate at any temperature $T$ is
\begin{equation}
\ln\hat k(T)-\ln k(T)=\bar\varepsilon-\frac{1}{k_B}\left(\frac1T-\bar x\right)(\hat E-E),
\end{equation}
and, with (\ref{eq:E}) and (\ref{eq:uncorr}), its variance is
\begin{equation}
\mathrm{var}\ln\hat k(T)=\frac{\sigma^2}{n}+\left(\frac1T-\bar x\right)^2\frac{\sigma^2}{S}.
\end{equation}
The lines are pinned where the data are centred and fan out on both sides. Here the standard deviation is 0.067 at $T_h$ and 0.63 at 600 K. The apparent isokinetic point is the point of least uncertainty.

Runs 1 and 11, which have the lowest and the highest fitted energy, show this. At $T_h$ they give
\begin{align}
\text{run 1:}\quad \ln k&=31.32-14.524\times2.296=-2.03,\\
\text{run 11:}\quad \ln k&=37.30-14.524\times2.704=-1.97 .
\end{align}
Their prefactors differ by a factor of about 400 and their rates by about 5\%. For the same reason $A$ and $E$ must be quoted and used as a pair: the prefactor of run 11 with the energy of run 1 would give $\ln k=3.95$, a rate some 400 times too high.

A property of the molecule should not follow the experimenter's choice of temperatures. In simulations of the same reaction with the same $\sigma$, a window of 860--940 K moved the apparent compensation temperature to 899 K. A window of 600--1100 K put it at 812 K, well below the arithmetic mean of 850 K, as the harmonic mean requires, and lowered $\rho$ to 0.977, as (\ref{eq:rho}) requires. Both windows are numerical illustrations. With the residence time of 2 s used below, the conversion would be practically complete above 900 K and immeasurably small at 600 K.

\section{What would count as evidence}

\subsection{Real variation mixed with errors}

None of this shows that compensation is never real. Suppose that the true energy of run $j$ is $E_0+\delta_j$, with variance $s_t^2$, and the true log prefactor is $\ln A_0+\beta\delta_j$. Let $\eta_j$ be the fitting error of the energy, independent of $\delta_j$. Then
\begin{equation}
\hat E_j=E_0+\delta_j+\eta_j,\qquad
\ln\hat A_j=\ln A_0+\beta\delta_j+\bar\varepsilon_j+\frac{\bar x}{k_B}\eta_j ,
\end{equation}
and the slope becomes an average of the two sources, weighted by their variances:
\begin{equation}
m=\frac{\beta s_t^2+(\bar x/k_B)\,s_E^2}{s_t^2+s_E^2}.
\label{eq:mix}
\end{equation}
Take $s_t=0.20$ eV, for which the weight of the real part is $0.0400/(0.0400+0.0170)=0.70$. With no compensation at all, $\beta=0$, the formula gives $0.299\times14.52=4.34\ \mathrm{eV^{-1}}$; simulation gave 4.35, with a correlation of 0.55. Errors thus lend a positive slope to a reaction series that has none. With true compensation at 600 K the simulated slope was 17.9 and the correlation 0.992, which is lower than the 0.999 of pure error. The size of the correlation coefficient therefore cannot decide the matter.

A better plot sets $\ln\hat k(T_h)$, which equals $\bar y$, against $\hat E$. Since $\bar y_j=\ln A_0-E_0\bar x/k_B+(\beta-\bar x/k_B)\delta_j+\bar\varepsilon_j$, its slope is
\begin{equation}
m_h=\left(\beta-\frac{\bar x}{k_B}\right)\frac{s_t^2}{s_t^2+s_E^2}.
\end{equation}
Independent errors of equal variance alone give zero; unequal errors or thermometer offsets, treated below, do not. The two cases above gave $-10.2$ and $+3.4\ \mathrm{eV^{-1}}$. This plot has a blind spot: real compensation with its isokinetic point at $T_h$ also gives zero.

\subsection{Is there any spread to explain?}

The question that comes first is whether the energies differ by more than their errors allow. With $b_j=-\hat E_j/k_B$ and $\langle b\rangle$ its mean over runs, form
\begin{equation}
F=\frac{S\sum_j(b_j-\langle b\rangle)^2/(M-1)}{\sum_j R_j/[M(n-2)]},
\end{equation}
where $R_j$ is the sum of squared residuals of run $j$. If all runs share one $E$, each $b_j$ has variance $\sigma^2/S$, so the numerator estimates $\sigma^2$. So does the denominator, because within a run
\begin{equation}
\sum_i\varepsilon_i^2=n\bar\varepsilon^2+S(b_j-b)^2+R_j ,
\end{equation}
with $b$ the true slope. This splits $n$ independent Gaussian variables into two orthogonal directions and a remainder of $n-2$, independent of $b_j$. Hence $F$ follows the $F$ distribution with $M-1$ and $M(n-2)$ degrees of freedom, here 11 and 36. Real Gaussian spread multiplies it by $1+s_t^2/s_E^2$.

For the twelve runs $F=0.94$, against a 5\% limit of 2.07; the probability of a larger value by chance is 0.51. The spread of $\hat E$ is no larger than random errors produce, so it does not call for compensation as an explanation. In simulated error-only studies the limit was exceeded in 4.95\% of cases.

This result does not prove that the chemistry was constant. A real spread of 0.20 eV multiplies $F$ by 3.3 and would be detected with probability 0.80 in this design; smaller spreads would often be missed. Conversely, a significant $F$ would indicate differences between runs, though not their mechanism, provided that the errors are Gaussian, independent and of equal variance, both within a run and from run to run. Larger errors at the ends of the window raise $F$, and runs of unequal precision make large values of $F$ more frequent.

\section{Where the simple slope fails}

\paragraph{Unequal errors.} The rate is obtained from the conversion $X=1-e^{-k\tau}$ with residence time $\tau=2$ s. Differentiation gives $d\ln k/dX=1/[(1-X)k\tau]$. A fixed error of 0.005 in $X$ therefore means an error of 0.143 in $\ln k$ at 760 K, where $X=0.036$, but 0.015 at 840 K. The covariance in (\ref{eq:uncorr}) then no longer vanishes; it is negative, because the noisiest point has the largest $d_i$. If this were the only error, the unweighted slope would be $14.17\ \mathrm{eV^{-1}}$, 2.5\% below (\ref{eq:slope}). With weights $w_i=1/\sigma_i^2$ the simple form returns. The centroid becomes the weighted one, $\bar x_w$, and the covariance is proportional to $\sum_i w_i^2(x_i-\bar x_w)\sigma_i^2=\sum_i w_i(x_i-\bar x_w)=0$. The slope is then $\bar x_w/k_B=14.10\ \mathrm{eV^{-1}}$, or 823 K.

\paragraph{Errors shared by a run.} A wrong residence time multiplies all rates of a run by one factor. It changes $\bar y$ but not $\hat E$, so the slope stays and the correlation falls; a 10\% spread lowers it to 0.998. A thermometer offset acts differently. If the true temperature is $T+\delta$, then $1/(T+\delta)\simeq x-\delta x^2$, and the log rate gains $E\delta x^2/k_B$. Near the centroid $x^2\simeq2\bar xx-\bar x^2$, so that
\begin{equation}
\Delta\hat E\simeq-2E\bar x\,\delta,\qquad \Delta\ln\hat A\simeq-\frac{E\bar x^2}{k_B}\,\delta,\qquad
\frac{\Delta\ln\hat A}{\Delta\hat E}\simeq\frac{\bar x}{2k_B}.
\end{equation}
Offsets alone give a line of half the slope. With a standard deviation of 3 K they spread $\hat E$ by 0.020 eV; added to the random errors they lower the slope by 1.1\%, to $14.36\ \mathrm{eV^{-1}}$. They also inflate $F$ without any chemistry. That is negligible here, since $(0.020/0.13)^2\simeq0.02$, but it would not be if $\sigma$ were ten times smaller.

\paragraph{The real reactor.} The values of $E$ and $A$ are rough typical apparent values from hot-wall tube measurements of the loss of the first methyl group of trimethylgallium; $\sigma$ and $\tau$ are round choices. They should not be taken as parameters of the pure gas-phase bond breaking. MP2 and PBE0 estimates in the def2-SVP basis, at assumed geometries, put the first Ga--C bond energy at 3.3--3.4 eV before a zero-point correction of roughly $-0.15$ eV, well above 2.6 eV, so the measured value may already contain wall or radical-chain contributions. The slope (\ref{eq:slope}) and the correlation (\ref{eq:rho}) do not depend on $E$ or $A$. An independent error of 2 K per point would by itself give 0.094 in $\ln k$ at 800 K, so $\sigma=0.15$ is not extravagant. Real tubes depart from the plug flow assumed in extracting $k$. In the limit of laminar flow without radial mixing, the fitted $E$ would shift by $-0.15$ eV, more than the random error. Under identical conditions this shift is common to all runs: it displaces the cloud and does not create the line. Later methyl losses and the pressure dependence of the rate are not modelled.

A parallel wall reaction is the more serious rival. If it carries 5\% of the gas-phase rate at $T_h$ with a barrier of 1.3 eV, it shifts $\hat E$ by $-0.070$ eV and $\ln\hat A$ by $-0.96$. The ratio is $13.7\ \mathrm{eV^{-1}}$, close to the error slope, because by (\ref{eq:identity}) any change that alters $\bar y$ by much less than $(\bar x/k_B)|\Delta\hat E|$ moves the pair nearly along that line. A wall whose activity varied between runs would thus be a real chemical effect, hard to tell from error by the slope.

\section{Recommendation}

The claim of compensation should be withdrawn, since the slope, the correlation and the spread of the twelve pairs are all those expected of one reaction measured with random error. To pursue the idea, the authors should report the individual rates with their errors, test the spread of $E$ first, and repeat the runs in a temperature window shifted far enough for the expected change of slope to exceed its sampling error, with the residence time adjusted to keep the conversion measurable. If the spread is larger than unequal errors and thermometer offsets between runs can explain, $\ln\hat k(T_h)$ against $\hat E$ is the plot to examine, preferably with $T_h$ away from the proposed isokinetic temperature. A nonzero slope there would not by itself establish compensation: a wall reaction of varying activity, with the values used above, would give about $13.68-14.52\simeq-0.85\ \mathrm{eV^{-1}}$ in the absence of random errors. Random errors dilute this by the factor $s_t^2/(s_t^2+s_E^2)$. For a wall share varying between 0 and 5\% and $\sigma=0.15$ the slope is only $-0.02\ \mathrm{eV^{-1}}$, far below the sampling error of 0.17 for twelve runs; for a share varying up to 30\% it is about $-0.3\ \mathrm{eV^{-1}}$. Varying the surface-to-volume ratio of the tube would test for the wall reaction, provided that the ratio is changed enough for the resulting shift of $\hat E$ or $\bar y$ to exceed its random error. The remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
True E = 2.60 eV = 250.9 kJ/mol
True log10(A s) = 15.5, ln(A s) = 35.690
Temperatures (K): 760 780 800 820 840
True k (1/s): 0.0181 0.0502 0.1320 0.3313 0.7956
Residence time = 2.0 s; conversions: 0.036 0.096 0.232 0.484 0.796
sigma(ln k) = 0.15; kB = 8.617333e-05 eV/K
mean 1/T = 1.251566e-03 1/K; S = 9.8159e-09 1/K^2
Harmonic mean T_h = 799.00 K; arithmetic 800.00 K
Predicted sd of E = 0.1305 eV = 12.59 kJ/mol
Predicted sd of ln A = 1.896; factor in A = 6.66
Predicted slope = 14.524 1/eV (ln A)
Same slope for log10 A = 6.308 1/eV
Simulated slope, 200000 fits = 14.523 1/eV
Correlation: predicted 0.99937, simulated 0.99938
Correlation with sigma/10 = 0.99937
sd of fitted ln k: at T_h 0.067, at 600 K 0.632
Window 860-940 K: apparent T 899.1 K, r 0.9995
Window 600-1100 K: apparent T 811.6 K, r 0.9771
Synthetic study: run, E (eV), ln(A s)
   1  2.296  31.32
   2  2.698  37.23
   3  2.640  36.27
   4  2.469  33.69
   5  2.535  34.70
   6  2.635  36.19
   7  2.595  35.67
   8  2.529  34.67
   9  2.617  35.81
  10  2.444  33.48
  11  2.704  37.30
  12  2.583  35.45
Study: E range 0.408 eV, sd 0.117 eV
Study: A max/min = 393.6
Study: slope 14.629 1/eV, r 0.99912
Study: apparent compensation T = 793.2 K
Predicted sd of a 12-run slope = 0.171 1/eV
Study: F = 0.942, p = 0.513, 5 % limit 2.067
False-alarm rate of F test = 0.0495
Real E spread 0.20 eV: F-test power = 0.802
  no compensation: slope 4.35, r 0.547, ln k(T_h) slope -10.17 1/eV
  true T_iso 600 K: slope 17.91, r 0.992, ln k(T_h) slope 3.38 1/eV
  true T_iso = T_h: slope 14.52, r 1.000, ln k(T_h) slope -0.00 1/eV
Conversion error 0.005: sd(ln k) 0.143 0.055 0.025 0.015 0.015
  slope unweighted 14.167, weighted 14.103 1/eV
  weighted harmonic mean T = 822.9 K
Run offset 3 K: sd(E) 0.0195 eV, slope 7.263 1/eV
  offset plus random errors: slope 14.363 1/eV
Point error 2 K: sd(ln k) at 800 K 0.094, slope 14.454 1/eV
Run rate factor sd 0.10 in ln k: slope 14.524 1/eV, r 0.99799
Laminar flow: E shift -0.1532 eV, ln A shift -2.348
Wall path 0.05 of gas rate at T_h, 1.3 eV: E shift -0.0704 eV, ln A shift -0.963
\end{verbatim}
